# Gravitational and Thermal Shifts of the 57Fe Mössbauer Line

## A temperature difference that measures a height

Place a $^{57}$Fe source 22.5 m above a $^{57}$Fe absorber held at 300 K. In the lattice model used below, the falling photons meet the absorber exactly on resonance when the source is 1.10 K warmer than the absorber. A classical estimate of this temperature difference gives 1.008 K, and that estimate contains neither the photon energy nor the speed of light. Two things need explaining: why a question about photon frequencies has an answer in which the photon has disappeared, and why the classical number is too small by about a tenth.

The answer to the first is a balance between two fractional frequency shifts, each about $2.5\times10^{-15}$. The answer to the second is the first quantum correction to the heat capacity of a warm lattice.

Notation and conventions are as follows. The source is at height $h$ above the absorber, both are at rest in a uniform field $g$, and $\delta$ denotes a fractional frequency shift, positive when the received frequency is raised. $E_0$ is the transition energy, $M$ the mass of a $^{57}$Fe atom, $k$ Boltzmann's constant and $T$ the absorber temperature. SI units and electronvolts are used. The inputs are $h=22.5$ m, $g=9.80665$ m/s$^2$, and the model values, treated as exact in what follows, $E_0=14.4$ keV (the real transition lies near 14 keV), half-life 98 ns and $M=57$ u $=9.465\times10^{-26}$ kg. The actual atomic mass, 56.935 u, would lower the balancing differences at 300 K by about 0.001 K, from 1.008 K to 1.007 K and from 1.100 K to 1.099 K.

## The gravitational shift

By the equivalence principle, a laboratory at rest in the field $g$ may be replaced by one without gravity that accelerates upward at $g$. Let it start from rest at $t=0$. Its floor is then at $z=\tfrac12gt^2$ and its ceiling at $z=h+\tfrac12gt^2$. A pulse leaving the ceiling at $t_1$ reaches the floor at $t_2$, where

$$h+\tfrac12gt_1^2-c(t_2-t_1)=\tfrac12gt_2^2 .$$

A slightly later pulse leaves at $t_1+dt_1$ and arrives at $t_2+dt_2$. Differentiating the condition gives

$$gt_1\,dt_1-c\,dt_2+c\,dt_1=gt_2\,dt_2
\quad\Longrightarrow\quad
\frac{dt_1}{dt_2}=\frac{c+gt_2}{c+gt_1}.$$

Successive wave crests behave like successive pulses, so $dt_1/dt_2$ is the ratio of received to emitted frequency. For emission at $t_1=0$ it equals $1+gt_2/c$. The flight time is $t_2=h/c$ up to a relative correction of order $gh/c^2$, and therefore

$$\delta_g=\frac{gh}{c^2}.$$

The time dilation of the moving floor clock has been left out. The floor speed at arrival is $gh/c$, so the dilation is $\tfrac12(gh/c^2)^2$, smaller than $\delta_g$ by a factor of order $\delta_g$ itself.

The picture also fixes the sign. While the light is under way the floor gains speed towards it, and the light is received with a higher frequency. For our height the flight takes 75.05 ns and the speed gained is 0.736 µm/s. Dividing this speed by $c$ gives

$$\delta_g=2.455\times10^{-15}.$$

If the absorber were above the source, the floor would become the emitter, the ceiling would recede from the light, and the sign would be reversed.

## Comparison with the linewidth

The excited nucleus decays with mean life $\tau$, so its population falls as $e^{-t/\tau}$ and the emitted amplitude as $e^{-t/2\tau}$. With $\Delta$ the angular frequency measured from the line centre, the Fourier amplitude is

$$\int_0^\infty e^{-t/2\tau}e^{i\Delta t}\,dt=\frac{1}{1/(2\tau)-i\Delta},$$

and the power spectrum is proportional to $1/[\Delta^2+1/(4\tau^2)]$. It falls to half its peak at $\Delta=\pm1/(2\tau)$. The full width at half maximum is thus $1/\tau$ in angular frequency, or

$$\Gamma=\frac{\hbar}{\tau}$$

in energy. The mean life follows from the half-life, $\tau=98\ \text{ns}/\ln2=141.4$ ns, which gives $\Gamma=4.66\times10^{-9}$ eV and $\Gamma/E_0=3.23\times10^{-13}$.

In energy, the gravitational shift is $\delta_gE_0=3.54\times10^{-11}$ eV. Hence

$$\frac{\delta_gE_0}{\Gamma}=\frac{3.54\times10^{-11}}{4.66\times10^{-9}}=0.76\,\%.$$

An absorption experiment sees a wider line, because the emission line is scanned across an absorption line. For a thin absorber the result is the convolution of two Lorentzians. The Fourier transform of a Lorentzian of full width $\Gamma$ is proportional to $e^{-\Gamma|t|/2\hbar}$. A convolution multiplies the transforms, giving $e^{-\Gamma|t|/\hbar}$, which belongs to a Lorentzian of full width $2\Gamma$. The shift is 0.38 % of that width. Any further broadening makes the fraction smaller still. The line does not visibly move; its centre has to be located to much better than a hundredth of its width.

## The thermal shift

The emitting atom vibrates. Let $x(t)$ be its displacement away from the detector and $v$ its speed. Light emitted at $t$ arrives at $s=t+x(t)/c$, apart from a constant delay. The nucleus keeps its own proper time, so its phase advances by

$$d\phi=\omega_0\sqrt{1-v^2/c^2}\;dt .$$

Over a long time the displacement stays bounded, so the elapsed arrival time and the elapsed emission time differ by a bounded amount and their ratio tends to one. The mean received frequency is then

$$\bar\omega=\omega_0\left\langle\sqrt{1-v^2/c^2}\right\rangle\simeq\omega_0\left(1-\frac{\langle v^2\rangle}{2c^2}\right).$$

The first-order Doppler shift has dropped out of the mean. It survives as a periodic modulation of the phase, which produces sidebands displaced by vibrational frequencies. The recoil-free Mössbauer line is the carrier, at the mean frequency.

A deliberately fast source shows the two scales. Let it oscillate sinusoidally along the line of sight with peak speed $0.01c$. The largest momentary shift is $1.0\times10^{-2}$. Solving for the emission times belonging to 64 equally spaced arrival times in one period, and averaging the received frequency over them, gives a mean shift of $-2.500\times10^{-5}$. This agrees with $-\langle v^2\rangle/2c^2=-(0.01)^2/4$.

Carrier and sidebands are clearly separated when many vibrations fit into the nuclear lifetime. For a Debye temperature of 400 K, the value adopted below, the highest lattice frequency $k\theta/2\pi\hbar$ completes $1.2\times10^6$ vibrations in one mean life. Slower modes exist. In the Debye spectrum the fraction of modes below a frequency $f$ is proportional to $f^3$. The strength of their sidebands is set by their share of $\langle x^2\rangle$. A slow mode is classical, with $\langle x^2\rangle\propto kT/\omega^2$, and this factor cancels the $\omega^2$ of the mode density, so the share grows only in proportion to $f$. For modes with about one vibration per mean life it is still of order $10^{-6}$, a negligible part.

### The same shift from energy conservation

The classical orbit can be avoided, which matters because we shall need quantum values of $\langle v^2\rangle$. An excited nucleus is heavier than one in its ground state by $E_0/c^2$. Before emission the kinetic energy operator of the atom is

$$\frac{p^2}{2(M+E_0/c^2)}\simeq\frac{p^2}{2M}\left(1-\frac{E_0}{Mc^2}\right).$$

By first-order perturbation theory, the lattice level with given vibrational quantum numbers lies lower before emission than after it by $(E_0/Mc^2)\langle K\rangle$, where $K=p^2/2M$ is the kinetic energy of the emitting atom. In recoil-free emission the quantum numbers do not change. If $\varepsilon$ is the lattice energy afterwards, energy conservation reads

$$E_0+\varepsilon-\frac{E_0}{Mc^2}\langle K\rangle=E_\gamma+\varepsilon .$$

Solving for the photon energy $E_\gamma$,

$$\delta_T=\frac{E_\gamma-E_0}{E_0}=-\frac{\langle K\rangle}{Mc^2}=-\frac{\langle v^2\rangle}{2c^2}.$$

The atom becomes lighter, its vibrational energy rises at fixed quantum numbers, and the photon pays the difference.

### From kinetic energy to lattice energy

In a harmonic lattice, kinetic and potential energy have equal averages in each mode. Let all atoms have the same mass and occupy equivalent sites, so that on average they share the energy equally. If $U$ is the vibrational energy per atom, including zero-point energy, then $\langle K\rangle=U/2$ and

$$\delta_T=-\frac{U(T)}{2Mc^2},\qquad
\frac{d\delta_T}{dT}=-\frac{C(T)}{2Mc^2},\qquad C=\frac{dU}{dT}.$$

The same formula describes the resonance frequency of the absorber. Changes of lattice frequencies with temperature, and of the isomer shift (the shift caused by the electron density at the nucleus), are neglected.

## The balance condition

Let the source be at $T+\Delta T$ and the absorber at $T$, in identical lattices. The arriving line coincides with the absorber resonance when

$$\frac{gh}{c^2}-\frac{U(T+\Delta T)}{2Mc^2}=-\frac{U(T)}{2Mc^2}.$$

Multiplication by $Mc^2$ gives

$$\tfrac12\left[U(T+\Delta T)-U(T)\right]=\Delta\langle K\rangle=Mgh .$$

This explains the absence of the photon. Both shifts are fractions, so $E_0$ never enters, and each is a mechanical energy of the atom divided by the same $Mc^2$. The balance compares the extra thermal kinetic energy of a source atom with the work of lifting that atom through $h$.

In the classical limit $U=3kT$, and the condition becomes $\tfrac32k\,\Delta T=Mgh$:

$$\Delta T_0=\frac{2Mgh}{3k}=\frac{2.088\times10^{-23}\ \text{J}}{2.071\times10^{-23}\ \text{J/K}}=1.008\ \text{K}.$$

That the result is so near one kelvin is an accident of this height, this mass and the kelvin. In this classical limit the difference is proportional to $h$.

## High-temperature expansion and its first correction

A mode of angular frequency $\omega$ has the mean energy

$$\varepsilon=\hbar\omega\left(\frac12+\frac1{e^y-1}\right)=\frac{\hbar\omega}{2}\,\frac{e^y+1}{e^y-1}=kT\,\frac y2\coth\frac y2,\qquad y=\frac{\hbar\omega}{kT}.$$

High temperature means small $y$. With $z=y/2$, the power series of cosh and sinh give

$$z\coth z=\frac{1+z^2/2+z^4/24+\dots}{1+z^2/6+z^4/120+\dots}=1+\frac{z^2}{3}-\frac{z^4}{45}+\dots$$

The coefficients follow by multiplying back. At order $z^2$, $\tfrac13+\tfrac16=\tfrac12$. At order $z^4$, $-\tfrac1{45}+\tfrac1{18}+\tfrac1{120}=\tfrac1{24}$. Therefore

$$\varepsilon=kT\left(1+\frac{y^2}{12}-\frac{y^4}{720}+\dots\right).$$

There is no term independent of $T$: the zero-point energy $\hbar\omega/2$ is cancelled by the term $-\hbar\omega/2$ in the expansion of the thermal part. The first quantum correction to the energy falls off as $1/T$.

Each atom contributes three modes. In the Debye model their frequencies are distributed as $3\omega^2/\omega_D^3$ up to $\omega_D=k\theta/\hbar$, so that

$$\langle\omega^2\rangle=\frac{3}{\omega_D^3}\int_0^{\omega_D}\omega^4d\omega=\frac35\omega_D^2,\qquad \langle\omega^4\rangle=\frac37\omega_D^4 .$$

Inserting these averages, with $\tfrac35\cdot\tfrac1{12}=\tfrac1{20}$ and $\tfrac37\cdot\tfrac1{720}=\tfrac1{1680}$,

$$U=3k\left(T+\frac{\theta^2}{20T}-\frac{\theta^4}{1680T^3}+\dots\right).$$

Differentiation turns $1/T$ into $-1/T^2$ and $-1/T^3$ into $+3/T^4$:

$$\frac{C}{3k}=1-\frac{\theta^2}{20T^2}+\frac{\theta^4}{560T^4}-\dots$$

Over a small interval the balance condition is $C\,\Delta T=2Mgh$, so $\Delta T=\Delta T_0\,(3k/C)$. Inverting the series to first order gives

$$\Delta T\simeq\frac{2Mgh}{3k}\left(1+\frac{\theta^2}{20T^2}\right).$$

The correction is positive because a quantum lattice takes up less energy per kelvin than a classical one, so the source must be warmed further to gain the same kinetic energy.

The next term follows from $(1-a+b)^{-1}=1+a+(a^2-b)+\dots$, where $a=\theta^2/20T^2$ and $b=\theta^4/560T^4$. It is

$$a^2-b=\left(\frac1{400}-\frac1{560}\right)\frac{\theta^4}{T^4}=\frac{\theta^4}{1400\,T^4}.$$

## Reading the numbers at 300 K

Take a model lattice with $\theta=400$ K. At 300 K, $\theta^2/T^2=1.778$ and the first correction is $1.778/20=0.089$. Then

$$\Delta T\simeq1.008\ \text{K}\times1.089=1.098\ \text{K}.$$

The next term is $(1.778)^2/1400=0.002$ and raises this to 1.100 K. Solving the full balance condition by numerical root finding, with the Debye energy summed over modes and oscillator levels, also gives 1.100 K. The missing tenth in the classical estimate is thus the first quantum correction, at a temperature that is only three quarters of $\theta$.

The heat capacity tells the same story. The classical thermal coefficient is

$$-\frac{3k}{2Mc^2}=-2.434\times10^{-15}\ \text{K}^{-1}.$$

Numerical integration of the Debye heat capacity gives $C/3k=0.9165$, against 0.911 from the first two terms of the series. The coefficient at 300 K becomes $-2.23\times10^{-15}$ K$^{-1}$, and $2.455/2.231=1.10$ K follows again.

Near the adopted value, the choice of $\theta$ has little effect. The full solution gives 1.08 K for $\theta=350$ K and 1.13 K for $\theta=450$ K. Within this range of $\theta$ the statement "about one kelvin" holds at 300 K; a much stiffer lattice would need a larger difference, 2.0 K for $\theta=1200$ K.

## Where the expansion and the one-kelvin rule fail

The function $z\coth z$ has its nearest singularities at $z=\pm i\pi$, that is, at $|y|=2\pi$. The expansion therefore converges for $T>\theta/2\pi$, but it is useful in a few terms only at temperatures well above this limit. At 100 K, with $\theta/T=4$, the first two terms give $C/3k=1-16/20=0.20$, while the numerical Debye integral gives 0.503. The first correction overshoots badly.

The physical rule has changed too. With the absorber at 100 K, the full balance condition gives $\Delta T=1.98$ K. Using the heat capacity at 100 K alone would give $1.008/0.503=2.00$ K. The full value is slightly lower because the heat capacity rises as the source is warmed.

In the opposite limit $T\ll\theta$, the upper end of the Debye spectrum is frozen and may be moved to infinity in the thermal energy:

$$U-U(0)\simeq9kT\left(\frac T\theta\right)^3\int_0^\infty\frac{x^3}{e^x-1}dx=\frac{3\pi^4}{5}\,\frac{kT^4}{\theta^3},$$

since the integral equals $\pi^4/15$. The heat capacity is $C\simeq(12\pi^4/5)\,k(T/\theta)^3$, and

$$\Delta T\simeq\frac{2Mgh}{C}=\frac{5Mgh}{6\pi^4k}\left(\frac{\theta}{T}\right)^3,$$

as long as this is much smaller than $T$. While this condition holds, the required difference grows as $1/T^3$ on cooling; at any fixed height the condition fails once the temperature is low enough. For 22.5 m and $\theta=400$ K this happens early: at 40 K the formula already gives 12.9 K, a third of $T$. The source is then warmed into a range where the heat capacity is appreciably larger, and the full balance condition must be used. It gives 9.7 K at 40 K and 23 K at 20 K, and 38 K at 5 K. At these low temperatures the absorber holds almost no thermal energy, so it is the required source temperature $T+\Delta T$ that levels off, near 43 K, and the difference tends to that value as the absorber approaches absolute zero. The thermal shift itself does not vanish at absolute zero, because zero-point motion also has $\langle v^2\rangle\neq0$; what vanishes is its dependence on temperature.

## What must be equal, and how well

The total thermal shift is not small. At 300 K the model atom has an rms speed of 378 m/s, and

$$\delta_T=-7.94\times10^{-13},$$

which is 323 times the gravitational shift in size and about two and a half natural linewidths. It disappears from the comparison because source and absorber share it. A gravitational measurement therefore relies on a cancellation, which in this model can fail in two ways.

The first is a temperature difference. An unnoticed 1.10 K removes the whole effect or doubles it, according to its sign. To keep the thermal error below one per cent of $\delta_g$, the difference must be known to about 0.011 K.

The second is a difference between the lattices. At equal temperatures the classical part $3kT$ is the same for both, but the first quantum correction is not. For a source with $\theta_s$ and an absorber with $\theta_a$, the offset at leading order is

$$\delta_s-\delta_a\simeq-\frac{3k}{2Mc^2}\,\frac{\theta_s^2-\theta_a^2}{20T}.$$

Take $\theta_s=450$ K, $\theta_a=350$ K and $T=300$ K. The last fraction is $80\,000/6000=13.3$ K, and the offset is about $-3\times10^{-14}$, some thirteen times $\delta_g$. The correction that changes the balancing temperature by only a tenth can thus dominate the comparison when the two lattices differ. A difference in isomer shift adds a further offset that this model does not contain.

Such offsets can be separated from gravity by exchanging the heights of source and absorber. If their temperatures and lattices are unchanged, the offset keeps its value while $\delta_g$ changes sign. Half the difference between the two measured shifts is then $gh/c^2$, free of the common offset.

Numbers in the example were calculated in double precision.
